# Bleaching of a Matched Resist Film: Explicit Transmission from Dill's Equations, part 2

A resist film occupies \(0\le z\le d\), with \(z=0\) just inside the front surface. Light of one wavelength crosses it in one direction and destroys a photoactive compound, of which the fraction \(M\) remains. The problem is to find the composition and the transmission during exposure. Dill's equations for \(M\) and the intensity \(I\) are

\[
\frac{\partial I}{\partial z}=-(AM+B)I,\qquad
\frac{\partial M}{\partial t}=-CIM,
\]

with \(M(z,0)=1\) and \(I(0,t)=I_0(t)\). The coefficients \(A\) (bleachable absorption) and \(B\) (permanent absorption) are inverse lengths defined with natural exponentials. The bleaching constant \(C\) is an area per energy. The dose just inside the front is \(D(t)=\int_0^t I_0(t')\,dt'\), and \(T=I(d,t)/I(0,t)\) is the internal transmission.

The first derivation used the local dose \(E(z,t)=\int_0^t I(z,t')\,dt'\) and \(u=CE\), with \(u_0=CD\) at the front. It gave \(M=e^{-u}\) and

\[
\frac{\partial u}{\partial z}=-F(u),\qquad
F(u)=A\bigl(1-e^{-u}\bigr)+Bu .
\]

The implicit solution, which fixes \(u\) uniquely, and the intensity are

\[
\int_{u(z,t)}^{u_0}\frac{du'}{F(u')}=z ,\qquad
\frac{I(z,t)}{I(0,t)}=\frac{F(u)}{F(u_0)} .
\]

At every depth \(u\) grows without bound with dose. The initial slope of \(T\) against \(D\) is \(ACT_0(1-T_0)/(A+B)\), where \(T_0=e^{-(A+B)d}\). For \(B=0\),

\[
T=\frac{1}{1+(e^{Ad}-1)e^{-CD}},\qquad
M=\frac{1}{1+(e^{CD}-1)e^{-Az}} .
\]

The second derivation uses \(\tau(z,D)=I/I_0\), with \(\tau(0,D)=1\) and \(\tau(d,D)=T\):

\[
\frac{\partial\tau}{\partial z}=-AM\tau,\qquad
\frac{\partial M}{\partial D}=-C\tau M\qquad(B=0).
\]

For smooth functions, the mixed derivatives of \(\ln\tau\) and \(\ln M\) with respect to \(D\) and \(z\) both equal \(AC\tau M\). With the edge values, this gives

\[
\ln\frac{\tau}{M}=CD-Az,
\qquad\text{or}\qquad
M=\tau\,e^{Az-CD}.
\]

The model film has \(A=1\ \mu\mathrm{m}^{-1}\), \(B=0\), \(C=0.02\ \mathrm{cm^2/mJ}\), \(d=1.5\ \mu\mathrm{m}\) and a steady \(I_0=5\ \mathrm{mW/cm^2}\), so \(e^{Ad}-1=3.4817\). A second film differs only in having \(B=0.05\ \mu\mathrm{m}^{-1}\); its transmission is \(T_B\).

### The transmission in one integration

Insert the relation into the equation for \(\tau\):

\[
\frac{\partial\tau}{\partial z}=-A e^{Az-CD}\tau^2 .
\]

Dividing by \(-\tau^2\) turns the left side into the derivative of \(1/\tau\):

\[
\frac{\partial}{\partial z}\frac1\tau=Ae^{Az-CD}.
\]

Integrating from the front, where \(1/\tau=1\), to depth \(z\) gives

\[
\frac1\tau=1+(e^{Az}-1)e^{-CD}.
\]

At \(z=d\) this is the transmission found before. The remaining fraction follows from the relation \(1/M=e^{CD-Az}/\tau\):

\[
\frac1M=e^{CD-Az}+(1-e^{-Az})=1+(e^{CD}-1)e^{-Az},
\]

again in agreement with the first derivation.

The smoothness assumed above can be checked afterwards. The functions just found are smooth. From the formula for \(\tau\), \(\partial\tau/\partial z=-Ae^{Az-CD}\tau^2=-AM\tau\). From the formula for \(M\), \(\partial M/\partial D=-Ce^{CD-Az}M^2=-C\tau M\). Both equations and both edge conditions are satisfied.

A direct numerical integration of Dill's coupled equations provides a further test. For the model film, the largest difference from the formula is about \(10^{-8}\) in \(M\), and about \(6\times10^{-8}\) of the front intensity in \(I\). With a fluctuating lamp, the transmission at the sampled doses agrees equally well, both for this film and for the implicit solution with \(B>0\). These figures are in the numerical output.

### A straight line in dose

From the formula for \(T\), \((1-T)/T=(e^{Ad}-1)e^{-CD}\). Taking the logarithm of the inverse ratio gives

\[
\ln\frac{T}{1-T}=CD-\ln(e^{Ad}-1).
\]

A plot of the left side against dose is a straight line with slope \(C\). Two points of the model film show it. At 20 and \(120\ \mathrm{mJ/cm^2}\) the transmissions are 0.3000 and 0.7600, so

\[
C=\frac{\ln(0.7600/0.2400)-\ln(0.3000/0.7000)}{120-20}
=\frac{1.153+0.847}{100}=0.0200\ \mathrm{cm^2/mJ}.
\]

Differentiating the line with respect to dose, and using \(d\ln[T/(1-T)]/dT=1/[T(1-T)]\), gives

\[
\frac{dT}{dD}=CT(1-T).
\]

The relative rate of increase, \(d\ln T/dD=C(1-T)\), is proportional to the absorbed fraction of the light and is greatest at the start. In a film that is dark when fresh, the slope of \(T\) is nevertheless small at first, because this relative increase acts on a small \(T\). At the end the slope is small because little light is still absorbed. The slope is greatest at \(T=1/2\), where it equals \(C/4=0.005\ \mathrm{cm^2/mJ}\). That point is reached at

\[
D_{1/2}=\frac{\ln(e^{Ad}-1)}{C}
=\frac{\ln 3.4817}{0.02}=62.4\ \mathrm{mJ/cm^2},
\]

or after 12.5 s. It lies at positive dose if \(Ad>\ln2\). A thinner film already transmits more than half of the light when fresh, and its slope falls from the start.

### The bleached region moving inward

The depth \(z_h\) at which half the compound remains follows from \((e^{CD}-1)e^{-Az_h}=1\):

\[
z_h=\frac{\ln(e^{CD}-1)}{A}.
\]

It enters the film when \(CD=\ln2\), since then \(z_h=0\). With \(CI_0=0.02\times5=0.1\ \mathrm{s^{-1}}\) this happens after 6.93 s. At 12 s the half-bleached depth is \(0.84\ \mu\mathrm{m}\), and it reaches the back after \(\ln(1+e^{Ad})/(CI_0)=17.0\) s. Substituting \(e^{CD}-1=e^{Az_h}\) into the formula for \(M\) gives

\[
M=\frac{1}{1+e^{-A(z-z_h)}} .
\]

The profile therefore moves inward without changing shape. Its speed under a steady lamp, from differentiating \(z_h\) with \(dD/dt=I_0\), is

\[
\frac{dz_h}{dt}=\frac{CI_0}{A}\,\frac{1}{1-e^{-CD}} .
\]

On entry, where \(e^{-CD}=1/2\), this is \(0.2\ \mu\mathrm{m/s}\). It has fallen to \(0.12\ \mu\mathrm{m/s}\) when the half-bleached depth reaches the back, and in a thicker film it would approach \(CI_0/A=0.1\ \mu\mathrm{m/s}\). The profile is not a sharp front in this film. Between \(M=0.1\) and \(M=0.9\) it extends over \(2\ln9/A=4.4\ \mu\mathrm{m}\), more than the film thickness.

### Counting the absorbed energy

With \(B=0\), the equation for the local dose in the first derivation reads \(\partial E/\partial z=-(A/C)(1-M)\). Integrating it through the film gives

\[
D-E(d,t)=\frac AC\int_0^d(1-M)\,dz .
\]

The left side is the energy that entered per area minus the energy that left. The right side counts the destroyed compound. The ratio \(A/C\) is thus the energy absorbed per volume for complete destruction, whatever the order in which the layers bleach. After 16 s, \(80\ \mathrm{mJ/cm^2}\) has entered the model film. The dose at the back is \(-\ln M(d)/C=-\ln(0.5313)/0.02=31.6\ \mathrm{mJ/cm^2}\), so \(48.4\ \mathrm{mJ/cm^2}\) has been absorbed. Complete bleaching requires \(Ad/C=75\ \mathrm{mJ/cm^2}\), so on average \(48.4/75=65\%\) of the compound is gone.

### Where the second derivation stops

With permanent absorption, \(\partial\tau/\partial z=-(AM+B)\tau\). The mixed derivative of \(\ln\tau\) is unchanged, because \(B\) is constant, but that of \(\ln M\) becomes \(C(AM+B)\tau\). Their difference is

\[
\frac{\partial^2}{\partial D\,\partial z}\ln\frac{\tau}{M}=-BC\tau .
\]

Integrate over dose and depth. The edge values are now \(-(A+B)z\) before exposure and \(CD\) at the front, and \(C\int_0^D\tau\,dD'=u\). This gives

\[
\ln\frac{\tau}{M}=CD-(A+B)z-B\int_0^z u\,dz' .
\]

The last term contains the unknown local dose, so the relation no longer closes. Since \(u\le CD\), the term is at most \(BzCD\) in size. A small product \(BdCD\) is therefore sufficient to make it negligible. A small \(Bd\) alone is not, because \(u\) grows without bound with dose at every depth.

The consequence for the straight line is visible in the second film, with \(B=0.05\ \mu\mathrm{m}^{-1}\). Its transmission tends to \(e^{-Bd}\), so \(\ln[T/(1-T)]\) levels off instead of rising indefinitely. A least-squares line through doses up to \(200\ \mathrm{mJ/cm^2}\) has the slope \(0.0163\ \mathrm{cm^2/mJ}\), which is 19% below the true \(C\). The points depart from that line by up to 0.18 in the logarithm. These figures are for closely and evenly spaced doses, and they depend on the range: a line through doses up to \(100\ \mathrm{mJ/cm^2}\) has the slope \(0.0182\ \mathrm{cm^2/mJ}\), which is 9% low.

The initial slope avoids this error, provided it is taken in the limit of zero dose. The curve bends upward from the start. The chord from \(T_B=0.2070\) to \(T_B=0.2760\) at \(20\ \mathrm{mJ/cm^2}\) has the slope \(0.00345\ \mathrm{cm^2/mJ}\), which would give a \(C\) that is 10% too high. Solving the formula of the first derivation for \(C\), and inserting the values for this film,

\[
C=\frac{A+B}{A\,T_0(1-T_0)}\left.\frac{dT}{dD}\right|_{0}
=\frac{1.05\times0.003127}{1\times0.2070\times0.7930}
=0.0200\ \mathrm{cm^2/mJ}.
\]

The slope inserted here was itself calculated from the formula, so the arithmetic only shows how \(C\) is extracted. The independent test is that the initial slope of the directly simulated curve agrees with this value to within 0.1%. The coefficients needed here follow from the two ends of the curve: \((A+B)d=-\ln T_0\) for the fresh film, and \(Bd=-\ln T\) for the fully bleached one.

### What each derivation assumes

Both derivations need light travelling in one direction, a destruction rate proportional to \(IM\), and layers that exchange no compound. They differ in what they need beyond this.

The first integrates over time and keeps the local dose as its unknown. The reduction to one equation in depth holds for any initial profile \(M(z,0)=m(z)\), in the form \(\partial u/\partial z=-Am(1-e^{-u})-Bu\). The implicit solution needs this equation to separate. For \(B>0\) it does so when the film is uniform, or when \(B\) varies in proportion to \(m\); otherwise the equation is integrated numerically in depth. The derivation thus covers permanent absorption, for a uniform film at the price of a numerical integral and a root search. It also shows that the solution is unique.

The second eliminates the local dose and needs \(B=0\) from the start. It also needs \(M>0\) everywhere, since it uses \(\ln M\). In return it gives the relation \(M=\tau e^{Az-CD}\), and it reaches the transmission by integrating an exponential. The first derivation contains a different algebraic relation between light and compound, \(\tau=F(-\ln M)/F(CD)\), which holds for \(B>0\) as well.

A non-uniform initial film shows the difference. Let \(B=0\) and \(M(z,0)=m(z)\), and define the initial optical depth \(a(z)=A\int_0^z m\,dz'\). In the first derivation \(M=m\,e^{-u}\), and the depth equation becomes

\[
\frac{\partial u}{\partial z}=-Am(z)(1-e^{-u}),
\qquad\text{or}\qquad
\frac{\partial u}{\partial a}=-(1-e^{-u}).
\]

This is the earlier equation with \(Az\) replaced by \(a\). The ratio of intensities again follows from \(1-e^{-u}\), since \(\partial\ln(1-e^{-u})/\partial a=-e^{-u}\) and \(\partial\ln I/\partial a=-e^{-u}\). Therefore

\[
T=\frac{1}{1+(e^{a(d)}-1)e^{-CD}} .
\]

The transmission depends on the total initial optical depth and not on how the compound is distributed. A transmission curve with \(B=0\) thus cannot reveal a gradient of compound in the film. The first derivation allows layers with \(m=0\), where \(a\) merely stays constant. The second gives the same formula where \(m>0\), but empty layers must be reached as a limit.

Some changes defeat both derivations in the form given here. A reflecting substrate sends light back, so the intensity in a layer depends on what lies behind it as well as in front, and standing waves may form. Diffusion couples the layers directly and gives the compound time to move, so the profile of \(M\) depends on the time profile of the exposure as well as on the dose. For \(B=0\) the transmission is an exception, provided that no compound leaves through the surfaces. Diffusion then leaves \(\int_0^d M\,dz\) unchanged, and only the light reduces it. Hence

\[
\frac{d\ln T}{dD}=AC\int_0^d\tau M\,dz=C(1-T),
\]

as before, and the formula for \(T\) survives. A dark reaction that consumes or restores the compound changes this integral, so time then matters for the transmission too. Light of several wavelengths generally has several values of \(A\) and \(C\). If \(A\) differs between them, the time integrals of the separate absorptions no longer combine into a multiple of \(1-M\), and the depth equation for a single local dose does not close. Apart from the case of diffusion, the formula for \(T\) then fails. For \(B=0\), counting the absorbed light can still leave a single ordinary differential equation. With a fixed spectrum in which wavelength \(k\) carries the fraction \(f_k\) of the dose, \(w=\int_0^z M\,dz'\) obeys \(\partial w/\partial D=-\sum_k f_k(C_k/A_k)(1-e^{-A_kw})\), with \(w=z\) before exposure, and each wavelength is attenuated by \(e^{-A_kw}\). If the back returns a fraction \(R\) of the light without interference, and this light leaves through the front, the single-pass transmission obeys \(d\ln T/dD=C(1-T)(1+RT)\). If the compound also decays in the dark at the rate \(kM\), then \(d\ln T/dt=CI_0(1-T)-k\ln T\). With standing waves, or with \(B>0\), the extended coupled equations must in general be solved.

## Table of computed values

```
A = 1.00 1/um, C = 0.020 cm^2/mJ, d = 1.50 um
surface intensity = 5.0 mW/cm^2
A*d = 1.500, exp(A*d)-1 = 3.4817
second film: B = 0.05 1/um, other values equal
Columns: time (s), dose (mJ/cm^2), T formula, T simulated,
  M at front, M at back (all B=0), T implicit for second film
  0.0    0.0 0.2231 0.2231 1.0000 1.0000 0.2070
  4.0   20.0 0.3000 0.3000 0.6703 0.9011 0.2760
  8.0   40.0 0.3900 0.3900 0.4493 0.7853 0.3563
 12.0   60.0 0.4881 0.4881 0.3012 0.6589 0.4438
 16.0   80.0 0.5872 0.5872 0.2019 0.5313 0.5325
 24.0  120.0 0.7600 0.7600 0.0907 0.3090 0.6899
 40.0  200.0 0.9401 0.9401 0.0183 0.0772 0.8632
 80.0  400.0 0.9988 0.9988 0.0003 0.0015 0.9262
half-transmission dose = 62.38 mJ/cm^2
half-transmission time = 12.48 s
greatest slope, simulated = 0.005000 cm^2/mJ
initial slope, B=0 = 0.003467 cm^2/mJ
initial slope, second film = 0.003127 cm^2/mJ
M=1/2 at front surface after 6.93 s
M=1/2 depth at 12.0 s = 0.8416 um
M=1/2 at back surface after 17.01 s
absorbed by 16.0 s = 48.382 mJ/cm^2
A/C times destroyed compound = 48.382 mJ/cm^2
absorbed by 80.0 s = 74.942 mJ/cm^2
absorbed at complete bleaching = 75.000 mJ/cm^2
C from logit fit, B=0, doses to 200 mJ/cm^2 = 0.02000 cm^2/mJ
C from same fit, second film = 0.01625 cm^2/mJ
largest logit deviation from line, B=0 = 1.8e-07
largest logit deviation from line, second film = 0.183
fully bleached T, second film = 0.9277
largest error of M formula against simulation = 1.3e-08
largest error of I/I(0) formula = 5.7e-08
largest T error with fluctuating lamp = 5.6e-08
```
